**Finite-size energy of a charged defect in a periodic cubic cell**

The program tests $E_{\rm per}-E_{\rm iso}=-\alpha q^2/(2\varepsilon L)+2\pi F_2/L^3$ plus rapidly decaying terms. Here $q$ is the defect charge, $L$ the cell length, $\varepsilon$ the permittivity, $\alpha$ the Madelung constant of the simple cubic array, and $-F_2$ the coefficient of $k^2$ in $|\rho(k)|^2/\varepsilon(k)$. It asserts that an integral definition, Ewald sums with different splittings and a real-space sum over neutral cubes agree on $\alpha=2.8373$ within their stated tolerances. It also asserts the symbolic minimization that gives a single power of $1/\varepsilon$. For a lattice of polarizable point dipoles, the $1/L$ slope fitted to cells of 12 to 24 lattice constants must match $-\alpha/(2\varepsilon)$ within 0.1%, with $\varepsilon$ taken from the lattice's own response. The slopes from cells of 4 to 10 lattice constants are printed for comparison and are not asserted; the worse one is off by about 2%. For a Gaussian model charge, the directly summed error must equal the two-term formula within $2\times10^{-6}$ eV. With $q=1$, $\varepsilon=10$ and $L=10$ Å, the output gives an error of −0.2156 eV, of which −0.2043 eV is the leading term.

## Check in Python

```python
# Result under test: the energy of a localized charge q in a periodic cubic cell
# of side L (uniform neutralizing background, zero mean potential), embedded in
# a medium of permittivity eps, differs from the isolated-defect energy by
#     E_per - E_iso = -alpha q^2 / (2 eps L) + 2 pi F2 / L^3 + rapidly decaying,
# alpha = Madelung constant of the simple cubic array (about 2.84),
# F(k) = |rho(k)|^2 / eps(k) = q^2/eps - F2 k^2 + ...   (Gaussian-type units).
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.special import erfc

pi = np.pi


def integer_vectors(nmax):
    r = np.arange(-nmax, nmax + 1)
    return np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T


# ---- polarization energy minimized for one Fourier component ----
rho, chi, k = sp.symbols("rho chi k", positive=True)
n = sp.symbols("n", real=True)      # polarization charge, opposite in sign to rho
energy = 2*sp.pi*(rho + n)**2/k**2 + n**2/(2*chi*k**2)
n_min = sp.solve(sp.diff(energy, n), n)[0]
eps_sym = 1 + 4*sp.pi*chi
assert sp.simplify(energy.subs(n, n_min) - 2*sp.pi*rho**2/(eps_sym*k**2)) == 0
assert sp.simplify(n_min + (1 - 1/eps_sym)*rho) == 0

# ---- Madelung constant, road 1: integral definition with direct sums ----
modes = np.arange(-40, 41)


def bracket(tau):
    theta = np.exp(-4*pi**2*modes**2*tau).sum()
    return (4*pi*tau)**-1.5 - (theta**3 - 1)


tau_low = 0.002     # below this the bracket equals 1 up to exp(-125)
assert abs(bracket(tau_low) - 1) < 1e-9
middle = quad(bracket, tau_low, 1.0, epsabs=1e-11, epsrel=1e-11, limit=400)[0]
tail = 2*(4*pi)**-1.5   # sum over nonzero modes is below 1e-16 for tau > 1
alpha_integral = 4*pi*(tau_low + middle + tail)

# ---- road 2: Ewald form at several splitting lengths (L = 1) ----
cells = integer_vectors(8)
m2 = (cells**2).sum(axis=1)
m2 = m2[m2 > 0]
m = np.sqrt(m2)


def alpha_ewald(sigma):
    G2 = 4*pi**2*m2
    return (1/(sigma*np.sqrt(pi)) + 4*pi*sigma**2
            - (erfc(m/(2*sigma))/m).sum()
            - 4*pi*(np.exp(-sigma**2*G2)/G2).sum())


sigma_sym = 1/np.sqrt(4*pi)
alpha = alpha_ewald(sigma_sym)
for sigma in (0.2, 0.4):
    assert abs(alpha_ewald(sigma) - alpha) < 1e-9
assert abs(alpha_integral - alpha) < 1e-7

# ---- road 3: real-space sum over neutral cubes, mean potential removed ----
face = dblquad(lambda y, x: 1/np.sqrt(x*x + y*y + 0.25),
               -0.5, 0.5, -0.5, 0.5, epsabs=1e-12, epsrel=1e-12)[0]
cube_integral = 1.5*face            # integral of 1/r over the unit cube


def site_potential(nmax):
    r2 = (integer_vectors(nmax)**2).sum(axis=1)
    return (1/np.sqrt(r2[r2 > 0])).sum() - cube_integral*(2*nmax + 1)**2


M1, M2 = 41, 81
p1, p2 = site_potential(20), site_potential(40)
potential = (M2**2*p2 - M1**2*p1)/(M2**2 - M1**2)  # removes the M^-2 remainder
mean_potential = pi/6               # -(2 pi/3) * second moment of neutral cube
alpha_cubes = mean_potential - potential
assert abs(alpha_cubes - alpha) < 2e-5   # next remainder of the cube sum

print("Madelung constant alpha (dimensionless)")
print(f"  integral definition      {alpha_integral:.6f}")
print(f"  Ewald form               {alpha:.6f}")
print(f"  neutral cubes            {alpha_cubes:.5f}")
print("Shells of the symmetric form: m^2, number, erfc part, exp part, 3 - sum")
running = 3.0
for shell in (1, 2, 3, 4):
    count = int((m2 == shell).sum())
    part_r = count*erfc(np.sqrt(pi*shell))/np.sqrt(shell)
    part_g = count*np.exp(-pi*shell)/(pi*shell)
    running -= part_r + part_g
    print(f"  {shell}  {count:2d}  {part_r:.6f}  {part_g:.6f}  {running:.6f}")
assert abs(running - alpha) < 1e-5

# ---- microscopic test: unit charge at the body centre of a simple cubic
# lattice (constant a = 1) of point dipoles; the permittivity emerges ----
width = 0.1     # Gaussian smearing, negligible at the nearest distances
G_host = 2*pi*integer_vectors(8)
charge_site = np.array([0.5, 0.5, 0.5])
self_term = (4*pi/3)*(4*pi*width**2)**-1.5
polarizabilities = (0.06, 0.12)


def dipole_blocks(q_vec):
    kv = G_host + q_vec
    k2 = (kv**2).sum(axis=1)
    keep = k2 > 1e-16
    kv, k2 = kv[keep], k2[keep]
    weight = 4*pi*np.exp(-width**2*k2)/k2
    tensor = (kv*weight[:, None]).T @ kv - self_term*np.eye(3)
    coupling = -1j*((weight*np.exp(1j*(kv @ charge_site))) @ kv)
    return tensor, coupling


def relaxation(q_vec):
    """Polarization energy of one wave vector, before division by cell count."""
    tensor, coupling = dipole_blocks(q_vec)
    result = []
    for pol in polarizabilities:
        stiffness = tensor + np.eye(3)/pol
        assert np.linalg.eigvalsh(stiffness)[0] > 0     # host is stable
        response = np.linalg.solve(stiffness, coupling.conj())
        result.append(-(coupling @ response).real/2)
    return np.array(result)


def polarization_energy(size):
    """Sum over symmetry-distinct wave vectors of an even-sized supercell."""
    half = size//2
    total, count = np.zeros(2), 0
    for i in range(half + 1):
        for j in range(i, half + 1):
            for l in range(j, half + 1):
                orders = {3: 6, 2: 3, 1: 1}[len({i, j, l})]
                signs = 2**sum(0 < c < half for c in (i, j, l))
                total += orders*signs*relaxation(2*pi*np.array([i, j, l])/size)
                count += orders*signs
    assert count == size**3
    return total/size**3


full = np.zeros(2)      # every wave vector of the 4 x 4 x 4 supercell
for a in range(-2, 2):
    for b in range(-2, 2):
        for c in range(-2, 2):
            full += relaxation(2*pi*np.array([a, b, c])/4)/4**3
assert np.allclose(full, polarization_energy(4), rtol=0, atol=1e-7)


def fitted_slopes(size_list):
    sizes = np.array(size_list, dtype=float)
    # bare charge with its images, plus the relaxation of the host
    energies = np.array([polarization_energy(size) - alpha/(2*size)
                         for size in size_list])
    design = np.array([sizes**0, sizes**-1, sizes**-3, sizes**-5]).T
    return np.linalg.lstsq(design, energies, rcond=None)[0][1]


slopes_small = fitted_slopes([4, 6, 8, 10])
slopes_large = fitted_slopes([12, 14, 16, 20, 24])
print("Dipole lattice, a = 1, charge 1, slopes in charge^2")
print("  polarizability/a^3, emergent eps, 1/L slope from cells 4-10,")
print("  1/L slope from cells 12-24, -alpha/(2 eps)")
long_tensor, _ = dipole_blocks(np.array([1e-3, 0.0, 0.0]))
for i, pol in enumerate(polarizabilities):
    inverse = np.linalg.inv(long_tensor + np.eye(3)/pol)
    eps_host = 1/(1 - 4*pi*inverse[0, 0])
    predicted = -alpha/(2*eps_host)
    print(f"  {pol:.2f}  {eps_host:.4f}  {slopes_small[i]:.5f}"
          f"  {slopes_large[i]:.5f}  {predicted:.5f}")
    # the fit truncates the inverse-size series after the fifth power
    assert abs(slopes_large[i]/predicted - 1) < 1e-3

# ---- worked example: Gaussian charge with wave-vector dependent screening ----
coulomb = const.e/(4*pi*const.epsilon_0)*1e10     # e^2/(4 pi eps0) in eV Angstrom
s_width, lam = 1.0, 0.5                           # Angstrom


def F(k2, q, eps):
    x = lam**2*k2
    return q**2*np.exp(-s_width**2*k2)*(1/eps + (1 - 1/eps)*x/(1 + x))


def isolated(q, eps):
    value = quad(lambda kk: F(kk*kk, q, eps), 0, 12, epsabs=1e-13,
                 epsrel=1e-12, limit=200)[0]
    return coulomb*value/pi


def periodic(L, q, eps):
    nmax = int(np.ceil(6.2*L/(2*pi*s_width)))
    G2 = (2*pi/L)**2*(integer_vectors(nmax)**2).sum(axis=1)
    G2 = G2[G2 > 0]
    return coulomb*2*pi*(F(G2, q, eps)/G2).sum()/L**3


def leading(L, q, eps):
    return -coulomb*alpha*q**2/(2*eps*L)


def cubic_term(L, q, eps):
    F2 = q**2*(s_width**2/eps - (1 - 1/eps)*lam**2)
    return coulomb*2*pi*F2/L**3


print(f"Coulomb constant e^2/(4 pi eps0) = {coulomb:.5f} eV Angstrom")
print(f"Model: s = {s_width} Angstrom, lambda = {lam} Angstrom")
q0, eps0 = 1, 10.0
E_iso = isolated(q0, eps0)
print(f"q = {q0}, eps = {eps0:.0f}: isolated energy {E_iso:.5f} eV")
print("  L/Angstrom, E_per, error, leading, L^-3 term, two-term sum (eV)")
remainders = []
for L in (10.0, 15.0, 20.0, 30.0, 40.0):
    E_per = periodic(L, q0, eps0)
    error = E_per - E_iso
    lead, cube = leading(L, q0, eps0), cubic_term(L, q0, eps0)
    print(f"  {L:.0f}  {E_per:.5f}  {error:.5f}  {lead:.5f}"
          f"  {cube:.5f}  {lead + cube:.5f}")
    # neglected image terms decay like exp(-L/lambda), below 1e-6 eV here
    assert abs(error - lead - cube) < 2e-6
    remainders.append(error - lead)
power = np.log(remainders[0]/remainders[2])/np.log(2.0)
print(f"Remainder after leading term falls as L^-{power:.3f} (10 to 20 Angstrom)")
assert abs(power - 3) < 0.01

print("L = 20 Angstrom, q = 1: eps, error (eV), leading (eV), eps*leading (eV)")
for eps in (2.0, 5.0, 10.0, 20.0):
    error = periodic(20.0, 1, eps) - isolated(1, eps)
    lead = leading(20.0, 1, eps)
    print(f"  {eps:.0f}  {error:.5f}  {lead:.5f}  {eps*lead:.5f}")
    assert abs(error - lead - cubic_term(20.0, 1, eps)) < 2e-6

correction = -leading(10.0, 1, 10.0)
print(f"Correction to add, q=1, eps=10, L=10 Angstrom: {correction:.4f} eV"
      f" = {correction*const.e/const.physical_constants['Hartree energy'][0]:.6f}"
      " hartree")
print(f"Correction to add, q=2, eps=10, L=10 Angstrom:"
      f" {-leading(10.0, 2, 10.0):.4f} eV")
print("no test failed")
```

Printed output:

```
Madelung constant alpha (dimensionless)
  integral definition      2.837297
  Ewald form               2.837297
  neutral cubes            2.83730
Shells of the symmetric form: m^2, number, erfc part, exp part, 3 - sum
  1   6  0.073133  0.082533  2.844334
  2  12  0.003333  0.003567  2.837435
  3   8  0.000065  0.000068  2.837301
  4   6  0.000002  0.000002  2.837298
Dipole lattice, a = 1, charge 1, slopes in charge^2
  polarizability/a^3, emergent eps, 1/L slope from cells 4-10,
  1/L slope from cells 12-24, -alpha/(2 eps)
  0.06  2.0071  -0.70761  -0.70682  -0.70682
  0.12  4.0320  -0.35872  -0.35185  -0.35184
Coulomb constant e^2/(4 pi eps0) = 14.39965 eV Angstrom
Model: s = 1.0 Angstrom, lambda = 0.5 Angstrom
q = 1, eps = 10: isolated energy 0.75222 eV
  L/Angstrom, E_per, error, leading, L^-3 term, two-term sum (eV)
  10  0.53663  -0.21559  -0.20428  -0.01131  -0.21559
  15  0.61268  -0.13954  -0.13619  -0.00335  -0.13954
  20  0.64866  -0.10355  -0.10214  -0.00141  -0.10355
  30  0.68371  -0.06851  -0.06809  -0.00042  -0.06851
  40  0.70097  -0.05125  -0.05107  -0.00018  -0.05125
Remainder after leading term falls as L^-3.000 (10 to 20 Angstrom)
L = 20 Angstrom, q = 1: eps, error (eV), leading (eV), eps*leading (eV)
  2  -0.50646  -0.51070  -1.02140
  5  -0.20428  -0.20428  -1.02140
  10  -0.10355  -0.10214  -1.02140
  20  -0.05319  -0.05107  -1.02140
Correction to add, q=1, eps=10, L=10 Angstrom: 0.2043 eV = 0.007507 hartree
Correction to add, q=2, eps=10, L=10 Angstrom: 0.8171 eV
no test failed
```
